# Alfvén waves in a compensated metal and their window in bismuth: a program that tests the result

```python
# Result under test: in a compensated metal (electron density = hole density = n)
# with field B along z and wavevector k along z, the helicon disappears and
#     omega = v_A k,   v_A = B / sqrt(mu0 n (m_e + m_h)),
# where for tilted ellipsoidal pockets m_e is the inertial mass Tr(m_perp)/2 and
# m_perp is the inverse of the in-plane block of the inverse mass tensor.
# Atomic units inside: hbar = e = m0 = 4 pi eps0 = 1, mu0 = 4 pi alpha^2.
# omega: frequency, gamma: collision rate, q: charge sign, pol: +1 or -1 for
# the circular field Ex + i pol Ey. Printed numbers are in eV and angstrom.
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm
from scipy.optimize import brentq

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
MU0 = 4 * np.pi * sc.alpha**2
J = np.array([[0.0, -1.0], [1.0, 0.0]])
Z = np.zeros((3, 3))
Z[:2, :2] = J


# ---------- Maxwell + carriers diagonalized at fixed k (dimensionless) ----------
def slow_modes(n_e, n_h, m_e, m_h, B, k, c=20.0):
    """Sorted |omega| for state (E/c, b, v_e, v_h), with mu0 = 1."""
    A = np.zeros((8, 8), complex)
    one = np.eye(2)
    A[0:2, 2:4] = 1j * c * k * J
    A[0:2, 4:6] = c * n_e * one
    A[0:2, 6:8] = -c * n_h * one
    A[2:4, 0:2] = -1j * c * k * J
    A[4:6, 0:2] = -c / m_e * one
    A[4:6, 4:6] = B / m_e * J
    A[6:8, 0:2] = c / m_h * one
    A[6:8, 6:8] = -B / m_h * J
    return np.sort(np.abs(np.linalg.eigvals(A)))


me_t, mh_t, B_t, k_t = 0.4, 0.7, 0.05, 0.002
v_t = B_t / np.sqrt(me_t + mh_t)
alfven_modes = slow_modes(1, 1, me_t, mh_t, B_t, k_t)[:4]
assert np.allclose(alfven_modes, k_t * v_t, rtol=1e-3)
helicon_modes = slow_modes(1, 0, me_t, mh_t, B_t, k_t)[:2]
assert np.allclose(helicon_modes, k_t**2 * B_t, rtol=1e-3)
excess = 0.002
rho_t = (1 + excess) * me_t + mh_t
cross_t = excess * B_t / rho_t
root_t = np.sqrt(cross_t**2 + 4 * k_t**2 * B_t**2 / rho_t)
expected = np.repeat([(root_t - cross_t) / 2, (root_t + cross_t) / 2], 2)
mixed_modes = slow_modes(1 + excess, 1, me_t, mh_t, B_t, k_t)[:4]
assert np.allclose(mixed_modes, expected, rtol=2e-3)

# ---------- bismuth: rough material values, chosen field and collision rate ----------
density_A3 = 3e-7
electron_masses = (0.006, 1.3, 0.026)
hole_masses = (0.07, 0.07, 0.7)
tilt_deg = 6.0
lattice_eps = 100.0
field_eV = 1e-4
collision_eV = 1e-6
loss_limit = 0.1
speed_limit = 0.1

n = density_A3 * BOHR**3
B = field_eV / HARTREE
gamma = collision_eV / HARTREE
t = np.radians(tilt_deg)
R = np.array([[1, 0, 0], [0, np.cos(t), -np.sin(t)], [0, np.sin(t), np.cos(t)]])
M_e = R @ np.diag(electron_masses) @ R.T
M_h = np.diag(hole_masses)


def plane_masses(M):
    m_perp = np.linalg.inv(np.linalg.inv(M)[:2, :2])
    return np.trace(m_perp) / 2, np.sqrt(np.linalg.det(m_perp))


mI_e, mc_e = plane_masses(M_e)
mI_h, mc_h = plane_masses(M_h)
m_sum = mI_e + mI_h
v_A = B / np.sqrt(MU0 * n * m_sum)
CARRIERS = [(-1, mI_e, mc_e), (1, mI_h, mc_h)]


def k_squared(omega, pol, rate=0.0, field=B, carriers=CARRIERS):
    w = omega + 1j * rate
    total = sum((w * mI + pol * q * field) / (field**2 - (mc * w)**2)
                for q, mI, mc in carriers)
    return MU0 * omega * n * total


def tensor_sigma(omega, rate):
    """Local conductivity by inverting the full equation of motion."""
    w = omega + 1j * rate
    total = n * np.linalg.inv(-1j * w * M_h + B * Z)
    for angle in (0, 2 * np.pi / 3, 4 * np.pi / 3):
        C = np.eye(3)
        C[:2, :2] = np.cos(angle) * np.eye(2) + np.sin(angle) * J
        total = total + n / 3 * np.linalg.inv(-1j * w * (C @ M_e @ C.T) - B * Z)
    return total


def circular(sigma, pol):
    return ((sigma[0, 0] + sigma[1, 1]) / 2
            + 1j * pol * (sigma[1, 0] - sigma[0, 1]) / 2)


for energy in (5e-6, 1e-4, 6e-4):
    w0 = energy / HARTREE
    S = tensor_sigma(w0, gamma)
    assert np.max(np.abs(S[:2, 2])) < 1e-9 * np.max(np.abs(S))
    for pol in (1, -1):
        direct = 1j * MU0 * w0 * circular(S, pol)
        assert abs(direct / k_squared(w0, pol, gamma) - 1) < 1e-7

# Unit check: the same speed from SI constants.
B_SI = field_eV * sc.e * sc.m_e / (sc.hbar * sc.e)
v_SI = B_SI / np.sqrt(sc.mu_0 * density_A3 * 1e30 * m_sum * sc.m_e)
assert abs(v_A * sc.alpha * sc.c / v_SI - 1) < 1e-6

# ---------- orbit properties of the tilted electron pocket ----------
W_e = np.linalg.inv(M_e)
rates = np.linalg.eigvals(Z @ W_e)
assert abs(np.max(np.abs(rates.imag)) * mc_e - 1) < 1e-7
p_start = np.array([0.01, 0.3, 0.05])
times = 2 * np.pi * mc_e * np.arange(64) / 64
mean_v = np.mean([W_e @ expm(Z @ W_e * s) @ p_start for s in times], axis=0)
assert np.allclose(mean_v, [0, 0, p_start[2] / M_e[2, 2]], atol=1e-8)

# half of p.v on the Fermi surface, from the carrier density of each pocket
half_pv_e = (np.pi**2 * n)**(2 / 3) / (2 * np.linalg.det(M_e)**(1 / 3))
half_pv_h = (3 * np.pi**2 * n)**(2 / 3) / (2 * np.linalg.det(M_h)**(1 / 3))
drift_e = np.sqrt(2 * half_pv_e / M_e[2, 2])
drift_h = np.sqrt(2 * half_pv_h / M_h[2, 2])

# ---------- Boltzmann response at finite k, integrated over the Fermi surface ----------
NODES, WEIGHTS = np.polynomial.legendre.leggauss(800)


def kinetic_pocket(M, q, half_pv, field, omega, rate, k):
    W = np.linalg.inv(M)
    L = np.linalg.cholesky(np.linalg.inv(W[:2, :2]))
    cyclotron = q * field / np.linalg.det(L)
    count = 32
    theta = 2 * np.pi * np.arange(count) / count
    s = np.array([np.cos(theta), np.sin(theta)])
    size = np.sqrt(2 * half_pv * (1 - NODES**2))[:, None]
    v_plane = W[:2, :2] @ L @ s
    z_osc = size * (W[2, :2] @ L @ J @ s) / cyclotron
    phase = np.exp(1j * k * z_osc)
    F = [np.fft.fft(size * v_plane[a] * phase, axis=1) / count for a in (0, 1)]
    harmonic = np.fft.fftfreq(count, 1 / count)
    drift = NODES[:, None] * np.sqrt(2 * half_pv / M[2, 2])
    denom = -1j * (omega + 1j * rate) + 1j * k * drift - 1j * harmonic * cyclotron
    return np.array([[n * 1.5 / half_pv * np.sum(
        WEIGHTS[:, None] / 2 * np.conj(F[a]) * F[b] / denom)
        for b in (0, 1)] for a in (0, 1)])


def kinetic_sigma(field, omega, rate, k):
    # The circular average of one electron pocket equals that of all three.
    return (kinetic_pocket(M_e, -1, half_pv_e, field, omega, rate, k)
            + kinetic_pocket(M_h, 1, half_pv_h, field, omega, rate, k))


# ---------- window edges ----------
omega_low = gamma * (1 - loss_limit**2) / (2 * loss_limit)
k_low = np.sqrt(1j * MU0 * omega_low * circular(tensor_sigma(omega_low, gamma), 1))
assert abs(k_low.imag / k_low.real / loss_limit - 1) < 0.02


def speed_error(omega):
    return max(abs(np.sqrt(k_squared(omega, pol)) * v_A / omega - 1)
               for pol in (1, -1)) - speed_limit


lowest_cyc = min(B / mc_e, B / mc_h)
omega_high = brentq(speed_error, omega_low, 0.9 * lowest_cyc)
k_high = max(np.sqrt(k_squared(omega_high, pol)).real for pol in (1, -1))


def doppler_edge(cyclotron, drift, pol):
    def mismatch(w):
        return w + np.sqrt(k_squared(w, pol)).real * drift - cyclotron
    return brentq(mismatch, 0.01 * lowest_cyc, 0.9999 * lowest_cyc)


omega_doppler = min(doppler_edge(B / mc_e, drift_e, pol) for pol in (1, -1))
assert omega_low < omega_high < omega_doppler

nonlocal_shift = []
for w0 in (omega_low, omega_high):
    worst = 0.0
    for pol in (1, -1):
        local = k_squared(w0, pol, gamma)
        S = kinetic_sigma(B, w0, gamma, np.sqrt(local).real)
        worst = max(worst, abs(1j * MU0 * w0 * circular(S, pol) / local - 1))
    nonlocal_shift.append(worst)
assert max(nonlocal_shift) < 0.03


# Landau damping: weak when v_A exceeds every drift speed, strong when it does not.
def loss_ratio(field):
    w0, rate = 2e-5 / HARTREE, 2e-7 / HARTREE
    k = w0 * np.sqrt(MU0 * n * m_sum) / field
    S = kinetic_sigma(field, w0, rate, k)
    absorbed = (S[0, 0] + S[1, 1]).real / 2
    return absorbed * field**2 / (n * m_sum * rate)


B_landau = B * max(drift_e, drift_h) / v_A
loss_fast, loss_slow = loss_ratio(B), loss_ratio(0.7 * B_landau)
assert loss_fast < 1.1 and loss_slow > 5


# Doppler-shifted cyclotron absorption: compare both sides of its onset.
def absorption(omega):
    k = max(np.sqrt(k_squared(omega, pol)).real for pol in (1, -1))
    S = kinetic_sigma(B, omega, 4e-6 / HARTREE, k)
    return (S[0, 0] + S[1, 1]).real / 2


doppler_gain = absorption(1.05 * omega_doppler) / absorption(0.85 * omega_doppler)
assert doppler_gain > 10

# ---------- derived numbers ----------
v_wrong = B / np.sqrt(MU0 * n * (mc_e + mc_h))
imbalance = omega_low * m_sum / B
k_helicon = np.sqrt(k_squared(omega_low, -1, carriers=CARRIERS[:1])).real
to_speed = HARTREE * BOHR
to_hertz = HARTREE * sc.e / sc.h
levels_e = half_pv_e * mc_e / B
levels_h = half_pv_h * mc_h / B
B_quantum = B * min(levels_e, levels_h)

print(f"density of each carrier type (rough): {density_A3:.1e} angstrom^-3")
print("electron masses (rough), m0:", *electron_masses)
print("hole masses (rough), m0:", *hole_masses)
print(f"electron pocket tilt (rough): {tilt_deg:.0f} degrees")
print(f"lattice dielectric constant (rough): {lattice_eps:.0f}")
print(f"chosen field hbar e B/m0: {field_eV:.1e} eV = {B_SI:.3f} T")
print(f"chosen collision energy hbar/tau: {collision_eV:.1e} eV")
print(f"electron M_zz: {M_e[2, 2]:.4f} m0")
print(f"electron inertial mass: {mI_e:.4f} m0")
print(f"electron cyclotron mass: {mc_e:.4f} m0")
print(f"hole inertial and cyclotron mass: {mI_h:.4f}, {mc_h:.4f} m0")
print(f"inertial mass sum: {m_sum:.4f} m0")
print(f"Alfven hbar v_A: {v_A * to_speed:.3f} eV angstrom = {v_SI:.3e} m/s")
print(f"hbar v with cyclotron masses (wrong): {v_wrong * to_speed:.3f} eV angstrom")
print(f"wrong speed / Alfven speed: {v_wrong / v_A:.3f}")
print(f"electron cyclotron energy: {B / mc_e * HARTREE:.4e} eV")
print(f"hole cyclotron energy: {B / mc_h * HARTREE:.4e} eV")
print(f"loss criterion Im k/Re k: {loss_limit:.2f}")
print(f"speed criterion, relative change of k: {speed_limit:.2f}")
print(f"lower edge: {omega_low * HARTREE:.3e} eV = {omega_low * to_hertz:.3e} Hz")
print(f"upper edge: {omega_high * HARTREE:.3e} eV = {omega_high * to_hertz:.3e} Hz")
print(f"upper edge / lower edge: {omega_high / omega_low:.1f}")
print(f"omega tau at lower edge: {omega_low / gamma:.3f}")
print(f"wavelength at lower edge: {2 * np.pi / k_low.real * BOHR:.3e} angstrom")
print(f"amplitude decay length there: {BOHR / k_low.imag:.3e} angstrom")
print(f"wavelength at upper edge: {2 * np.pi / k_high * BOHR:.3e} angstrom")
print(f"lower-edge helicon wavelength, holes removed: "
      f"{2 * np.pi / k_helicon * BOHR:.3e} angstrom")
print(f"imbalance |n_e-n_h|/n with crossover at lower edge: {imbalance:.4f}")
print(f"electron half p.v at Fermi surface: {half_pv_e * HARTREE:.5f} eV")
print(f"hole half p.v at Fermi surface: {half_pv_h * HARTREE:.5f} eV")
print(f"largest electron hbar drift speed: {drift_e * to_speed:.3f} eV angstrom")
print(f"largest hole hbar drift speed: {drift_h * to_speed:.3f} eV angstrom")
print(f"Doppler absorption onset: {omega_doppler * HARTREE:.3e} eV")
print(f"absorption at 1.05 onset / at 0.85 onset: {doppler_gain:.1f}")
print(f"field where v_A = largest drift speed: {B_landau * HARTREE:.3e} eV")
print(f"loss / collisional loss at chosen field: {loss_fast:.3f}")
print(f"loss / collisional loss at 0.7 of that limiting field: {loss_slow:.2f}")
print(f"half p.v / cyclotron energy, electrons: {levels_e:.2f}")
print(f"half p.v / cyclotron energy, holes: {levels_h:.2f}")
print(f"field where the smaller ratio is 1: {B_quantum * HARTREE:.3e} eV")
print(f"finite-k change of k^2 at lower edge: {nonlocal_shift[0]:.5f}")
print(f"finite-k change of k^2 at upper edge: {nonlocal_shift[1]:.5f}")
print(f"lattice displacement term / k^2: {lattice_eps * (v_A * sc.alpha)**2:.5f}")
print(f"test model Alfven omega/(k v_A): {alfven_modes[0] / (k_t * v_t):.6f}")
print(f"test model helicon omega mu0 n/(k^2 B): "
      f"{helicon_modes[0] / (k_t**2 * B_t):.6f}")
print("all tests passed")
```

It prints:

```
density of each carrier type (rough): 3.0e-07 angstrom^-3
electron masses (rough), m0: 0.006 1.3 0.026
hole masses (rough), m0: 0.07 0.07 0.7
electron pocket tilt (rough): 6 degrees
lattice dielectric constant (rough): 100
chosen field hbar e B/m0: 1.0e-04 eV = 0.864 T
chosen collision energy hbar/tau: 1.0e-06 eV
electron M_zz: 0.0399 m0
electron inertial mass: 0.4263 m0
electron cyclotron mass: 0.0713 m0
hole inertial and cyclotron mass: 0.0700, 0.0700 m0
inertial mass sum: 0.4963 m0
Alfven hbar v_A: 13.771 eV angstrom = 2.092e+06 m/s
hbar v with cyclotron masses (wrong): 25.813 eV angstrom
wrong speed / Alfven speed: 1.874
electron cyclotron energy: 1.4030e-03 eV
hole cyclotron energy: 1.4286e-03 eV
loss criterion Im k/Re k: 0.10
speed criterion, relative change of k: 0.10
lower edge: 4.950e-06 eV = 1.197e+09 Hz
upper edge: 5.824e-04 eV = 1.408e+11 Hz
upper edge / lower edge: 117.7
omega tau at lower edge: 4.950
wavelength at lower edge: 1.739e+07 angstrom
amplitude decay length there: 2.768e+07 angstrom
wavelength at upper edge: 1.351e+05 angstrom
lower-edge helicon wavelength, holes removed: 2.711e+06 angstrom
imbalance |n_e-n_h|/n with crossover at lower edge: 0.0246
electron half p.v at Fermi surface: 0.01337 eV
hole half p.v at Fermi surface: 0.01084 eV
largest electron hbar drift speed: 2.259 eV angstrom
largest hole hbar drift speed: 0.486 eV angstrom
Doppler absorption onset: 1.107e-03 eV
absorption at 1.05 onset / at 0.85 onset: 135.8
field where v_A = largest drift speed: 1.641e-05 eV
loss / collisional loss at chosen field: 1.005
loss / collisional loss at 0.7 of that limiting field: 20.57
half p.v / cyclotron energy, electrons: 9.53
half p.v / cyclotron energy, holes: 7.58
field where the smaller ratio is 1: 7.585e-04 eV
finite-k change of k^2 at lower edge: 0.00464
finite-k change of k^2 at upper edge: 0.00216
lattice displacement term / k^2: 0.00487
test model Alfven omega/(k v_A): 0.999711
test model helicon omega mu0 n/(k^2 B): 0.999998
all tests passed
```
